# Piezoelectric coupling to long acoustic waves in undoped monolayer MoS2

## Problem

A monolayer of MoS2 has no free carriers. A long in-plane acoustic wave strains it, the strain produces bound charge, and the potential of that charge acts on an electron of charge $-e$.

1. Show that at small wavevector $q$ the electron-phonon vertex of this mechanism grows as $\sqrt q$, with angular factors $\cos3\theta$ for the LA mode and $\sin3\theta$ for the TA mode.
2. Find the range of $q$ in which the $\sqrt q$ law holds.
3. Evaluate the vertex for a suspended sheet at $q=0.01\ \mathrm{nm^{-1}}$.

The angle $\theta$ of $\mathbf q$ is measured from the armchair direction $x$, which lies in a vertical mirror plane of the crystal.

Use these rough, rounded values in the regime of monolayer MoS2: piezoelectric coefficient $e_{11}=300$ pC/m, mass per area $3.0\ \mathrm{mg/m^2}$, lattice constant 0.32 nm, sound speeds 6.5 km/s (LA) and 4.0 km/s (TA), and in-plane screening length $r_0=4.0$ nm.

## Hints

**Hint 1.** Combine the strain components into quantities that acquire a simple phase under rotation. Which of them can be proportional to $P_x+iP_y$ in a crystal with a threefold axis?

**Hint 2.** Bound charge is $-\nabla\cdot\mathbf P$. Count the powers of $q$: one comes from the strain, another from the divergence.

**Hint 3.** The charge lies in a sheet, but its field fills the space on both sides. Outside the sheet the potential decays as $e^{-q|z|}$.

**Hint 4.** The zero-point amplitude of a mode depends on its frequency, and hence on $q$.

## Solution

### One piezoelectric constant

Let $\epsilon_{ij}$ be the strain and $\mathbf P$ the dipole moment per area at zero macroscopic field. Define

$$P_+=P_x+iP_y,\qquad t=\epsilon_{xx}+\epsilon_{yy},\qquad s_\pm=\epsilon_{xx}-\epsilon_{yy}\pm2i\epsilon_{xy}.$$

A rotation by $\alpha$ multiplies $P_+$ by $e^{i\alpha}$ and $s_\pm$ by $e^{\pm2i\alpha}$, and leaves $t$ unchanged. For a threefold axis, $\alpha=2\pi/3$, and $e^{-2i\alpha}=e^{i\alpha}$. Thus $s_-$ transforms like $P_+$, whereas $t$ and $s_+$ do not. A linear law must be $P_+=c\,s_-$.

The mirror $y\to-y$ replaces $P_+$ and $s_-$ by their complex conjugates, so $c$ is real. Calling it $e_{11}$ and separating components gives

$$P_x=e_{11}(\epsilon_{xx}-\epsilon_{yy}),\qquad P_y=-2e_{11}\epsilon_{xy}.$$

The constant includes the relaxation of the atoms inside the strained cell. They can follow because the acoustic frequency is far below the optical ones.

The displacement of a flexural (ZA) wave is odd under the horizontal mirror. In-plane polarization is even, so it cannot depend linearly on that displacement. An inversion centre would reverse $\mathbf P$ but not the strain, and would force $e_{11}=0$.

### The two in-plane modes

The elastic energy per area must also be invariant. Under the threefold rotation the allowed quadratic terms are $t^2$ and $s_+s_-$, so

$$W=\tfrac12Bt^2+\tfrac12\mu\left[(\epsilon_{xx}-\epsilon_{yy})^2+4\epsilon_{xy}^2\right].$$

For a wave with complex amplitude $\mathbf u$, the strain amplitude is $\epsilon_{ij}=\tfrac i2(q_iu_j+q_ju_i)$. The bracket becomes

$$|q_xu_x-q_yu_y|^2+|q_xu_y+q_yu_x|^2=q^2|\mathbf u|^2,$$

because the two cross terms cancel. The first term of $W$ contains $|\mathbf q\cdot\mathbf u|^2$. The elastic energy therefore does not couple longitudinal and transverse displacements. Their stiffnesses are $C_L=B+\mu$ and $C_T=\mu$, and $\omega=cq$ with a speed independent of direction. The polarization vectors are

$$\mathbf e_{LA}=(\cos\theta,\sin\theta),\qquad\mathbf e_{TA}=(-\sin\theta,\cos\theta).$$

### Bound charge

Take $\mathbf u=\mathbf e\,u_0e^{i\mathbf q\cdot\mathbf r}$ and omit the common exponential. For LA,

$$\epsilon_{xx}-\epsilon_{yy}=iqu_0(\cos^2\theta-\sin^2\theta)=iqu_0\cos2\theta,$$

$$2\epsilon_{xy}=2iqu_0\sin\theta\cos\theta=iqu_0\sin2\theta.$$

Hence $\mathbf P=iqe_{11}u_0(\cos2\theta,-\sin2\theta)$, and

$$\mathbf q\cdot\mathbf P=iq^2e_{11}u_0(\cos\theta\cos2\theta-\sin\theta\sin2\theta)=iq^2e_{11}u_0\cos3\theta.$$

For TA,

$$\epsilon_{xx}-\epsilon_{yy}=-2iqu_0\sin\theta\cos\theta=-iqu_0\sin2\theta,$$

$$2\epsilon_{xy}=iqu_0(\cos^2\theta-\sin^2\theta)=iqu_0\cos2\theta.$$

Now $\mathbf P=-iqe_{11}u_0(\sin2\theta,\cos2\theta)$, and

$$\mathbf q\cdot\mathbf P=-iq^2e_{11}u_0(\cos\theta\sin2\theta+\sin\theta\cos2\theta)=-iq^2e_{11}u_0\sin3\theta.$$

The sheet charge is $\rho=-i\mathbf q\cdot\mathbf P$. Since $-i\cdot i=1$,

$$\rho=q^2e_{11}A(\theta)u_0,\qquad A_{LA}=\cos3\theta,\qquad A_{TA}=-\sin3\theta.$$

If $\theta$ were measured from a zigzag direction, $3\theta$ would shift by an odd multiple of $90^\circ$, and cosine and sine would change places up to signs.

### Potential of the sheet

Let the media above and below have dielectric constants $\varepsilon_1$ and $\varepsilon_2$, with mean $\kappa$. The potential is $\varphi e^{-q|z|}$. Its in-plane field also polarizes the layer: $\mathbf P_{ind}=-i\mathbf q\chi\varphi$, where $\chi$ is the sheet polarizability. The induced charge is

$$-i\mathbf q\cdot\mathbf P_{ind}=-q^2\chi\varphi.$$

Gauss's law equates the jump in normal displacement to the total sheet charge:

$$\varepsilon_0(\varepsilon_1+\varepsilon_2)q\varphi=\rho-q^2\chi\varphi.$$

With $\varepsilon_1+\varepsilon_2=2\kappa$ and $r_0=\chi/2\varepsilon_0$,

$$\varphi=\frac{\rho}{2\varepsilon_0q(\kappa+r_0q)}=\frac{e_{11}qA(\theta)u_0}{2\varepsilon_0(\kappa+r_0q)}.$$

The charge carries $q^2$, and the sheet's Coulomb law removes one power. In a bulk crystal, $\varphi\propto\rho/q^2$ would remove both.

### Quantized amplitude

For one mode in a sheet of $N$ cells, each of mass $M$, write

$$\hat{\mathbf u}=U\left(\mathbf e\,a\,e^{i\mathbf q\cdot\mathbf r}+\mathrm{h.c.}\right).$$

When the kinetic energy is summed over cells, terms in $e^{\pm2i\mathbf q\cdot\mathbf r}$ vanish, leaving $\tfrac12MN\omega^2U^2(aa^\dagger+a^\dagger a)$. The potential energy supplies the same operator, while its remaining terms also sum to zero. The total must equal $\tfrac12\hbar\omega(aa^\dagger+a^\dagger a)$, so

$$U=\frac{u_0}{\sqrt N},\qquad u_0=\sqrt{\frac{\hbar}{2M\omega}}.$$

The vertex $g$ is the matrix element for absorbing one phonon, with $1/\sqrt N$ taken out. Within one band the overlap of the cell-periodic electron states tends to one as $q\to0$. The electron energy is $-e\varphi$, which gives

$$\boxed{g=-\frac{e\,e_{11}}{2\varepsilon_0}\,\frac{qA(\theta)}{\kappa+r_0q}\sqrt{\frac{\hbar}{2Mcq}}}$$

For $r_0q\ll\kappa$ the denominator is constant and $q\,q^{-1/2}=\sqrt q$:

$$|g_{LA}|\propto\sqrt q\,|\cos3\theta|,\qquad|g_{TA}|\propto\sqrt q\,|\sin3\theta|.$$

Reversing a polarization vector reverses the sign of $g$. Turning both coordinate axes by $180^\circ$ does not, because $e_{11}$ and $A(\theta)$ then change sign together.

### Where the square-root law ends

At fixed angle, $\ln|g|=\tfrac12\ln q-\ln(\kappa+r_0q)+\text{constant}$, so the local exponent is

$$\frac{d\ln|g|}{d\ln q}=\frac12-\frac{r_0q}{\kappa+r_0q}.$$

It is positive below $q=\kappa/r_0$, zero there, and negative above. Within this sheet model the vertex has a maximum at that wavevector. The $\sqrt q$ law is a long-wave limit, even without free carriers.

### Numbers for the suspended sheet

The cell area is $0.0887\ \mathrm{nm^2}$ and the cell mass $2.66\times10^{-25}$ kg. The coupling strength is

$$\frac{e\,e_{11}}{2\varepsilon_0}=16.9\ \mathrm{eV}.$$

At $q=0.01\ \mathrm{nm^{-1}}$, a wavelength of 628 nm, the LA amplitude is $u_0=0.0552$ nm. At $\theta=0$ the square-root law gives

$$|g_{LA}|=16.94\ \mathrm{eV}\times0.01\ \mathrm{nm^{-1}}\times0.0552\ \mathrm{nm}=9.4\ \mathrm{meV}.$$

Here $\kappa=1$ and $r_0q=0.04$, so layer screening reduces this to $9.355/1.04=9.0$ meV. The TA peak, at $\theta=30^\circ$, is 11.5 meV. It is larger by $\sqrt{6.5/4.0}$, because the slower mode has the larger zero-point amplitude. At $\theta=10^\circ$ both modes couple, with 7.8 meV for LA and 5.7 meV for TA.

These energies refer to one-cell normalization. In a sheet of $N$ cells the matrix element for one phonon is smaller by $\sqrt N$.

With the angle held at $\theta=0$, the LA vertex varies as follows:

| $q$ (nm⁻¹) | $\sqrt q$ law (meV) | with $r_0$ (meV) | exponent |
|---|---:|---:|---:|
| 0.0025 | 4.7 | 4.6 | 0.49 |
| 0.01 | 9.4 | 9.0 | 0.46 |
| 0.04 | 18.7 | 16.1 | 0.36 |
| 0.25 | 46.8 | 23.4 | 0.00 |
| 1.0 | 93.5 | 18.7 | −0.30 |

The last row is the least certain, since the omitted terms of higher order in $q$ matter more as $q$ grows.

The bound charge also stiffens the wave. The mean elastic energy per area is $\tfrac14Cq^2u_0^2$, and the electrical energy is $\tfrac14\rho\varphi$. Comparing them gives

$$\Delta C=\frac{e_{11}^2qA^2}{2\varepsilon_0(\kappa+r_0q)}.$$

This vanishes as $q\to0$. At $q=0.01\ \mathrm{nm^{-1}}$ it raises the sound speed by 0.02% for LA and 0.05% for TA, each at its angular peak. Between these peaks it also mixes the two modes, but the admixed amplitude is only about $3\times10^{-4}$ and is neglected here. Spreading the charge uniformly through a slab 0.6 nm thick, with out-of-plane dielectric constant 6 and in-plane constant $2r_0/(0.6\ \mathrm{nm})=13.3$, changes $|g|$ by only 0.02%, but that constant counts the vacuum inside the slab as part of $r_0$. A slab with the same polarizability $\chi$ has in-plane constant $1+2r_0/(0.6\ \mathrm{nm})=14.3$. It lowers $|g|$ by about 0.3% at $q=0.01\ \mathrm{nm^{-1}}$, 3% at $0.25\ \mathrm{nm^{-1}}$ and 5% at $1\ \mathrm{nm^{-1}}$.

### A microscopic check

In a lattice description, a rigid displacement of all atoms produces no dipole in a neutral cell. The piezoelectric charge must come from what remains at first order in $q$: relative motion of the sublattices and, in a real crystal, the electronic response to strain.

A simple lattice isolates the first part. Take a honeycomb of ions with charges $\pm1$ and masses 2 and 1, unit bond length, and central springs of strength 1 between nearest and 0.5 between second neighbours, in atomic units. The springs stand for all short-range forces, including the short-range part of the Coulomb force. Only the macroscopic electric field of the wave is added to them. Its $e_{11}$ was found from a static strain and inserted in the continuum formula without $r_0$. The vertices were found separately from the lattice modes at $q=10^{-3}$.

Over six directions and both modes, the largest difference was 0.19% of the peak vertex, with sign and phase included. Doubling $q$ at $\theta=10^\circ$ gave exponents 0.497 (TA) and 0.498 (LA). Most of the small deficit from 0.5 is the lattice's own screening. A field shifts the two sublattices against a restoring constant of 1.5, and the cell area is 2.60, so the sheet polarizability is $1/(1.5\times2.60)=0.256$ and the lattice has $r_0=2\pi\times0.256=1.6$. Doubling $q$ from $10^{-3}$ then lowers the exponent by about $r_0q/\ln2=0.0023$.

### Comparison with real MoS2 sheets

The input values are of the usual size for monolayer MoS2, but the suspended, carrier-free sheet is an idealization. The calculation also assumes a flat sheet with sharp, harmonic in-plane phonons. Without tension, these phonons can decay into pairs of thermal flexural waves, which broadens them relatively more as $q\to0$, especially at room temperature. A slight tension stiffens the flexural waves and strongly reduces this broadening at long wavelengths. A substrate of dielectric constant about 4, much thicker than $1/q=100$ nm, with vacuum above, gives $\kappa\approx2.5$. With all other parameters fixed, the LA peak at $q=0.01\ \mathrm{nm^{-1}}$ falls from 9.0 to $9.355/2.54\approx3.7$ meV. A conducting gate within about 100 nm of the sheet, whether under a thin oxide or below a suspended sheet, would reduce the vertex further. Mechanical contact with the substrate may also alter the phonons. This estimate ignores both effects.

The long-wave condition matters for transport. For an effective mass of $0.5\,m_e$, an electron with kinetic energy $k_BT$ has $k=0.11\ \mathrm{nm^{-1}}$ at 10 K. Backscattering transfers $2k$, for which $r_0q=0.85$. At 300 K the corresponding value is 4.7. The pure $\sqrt q$ law therefore cannot be used across the range of thermal scattering at either temperature. It describes the small-$q$ part.

## Variation 1: a few free carriers

*How does a dilute, mobile electron gas change the exponent?*

Suppose the carriers follow the wave quasi-statically. A potential $\varphi$ lowers the electron energy by $e\varphi$ and changes the density by $\delta n=e\varphi\,\partial n/\partial\mu$. In a dilute gas $n\propto e^{\mu/k_BT}$, so $\partial n/\partial\mu=n/k_BT$. The added charge is $-e\,\delta n=-e^2n\varphi/k_BT$. Including it in Gauss's law replaces

$$\kappa+r_0q\quad\text{by}\quad\kappa+r_0q+\frac{q_s}{q},\qquad q_s=\frac{e^2n}{2\varepsilon_0k_BT}.$$

When $q_s/q$ dominates, the vertex gains one power of $q$ and $|g|\propto q^{3/2}$. The angular factors remain.

This result requires carriers that respond faster than the wave moves. If they diffuse with diffusion constant $D$, the condition is $Dq\gg c$. At 10 K and $q=0.01\ \mathrm{nm^{-1}}$, $Dq$ equals the LA speed at a mobility of about $7500\ \mathrm{cm^2/(V\,s)}$, so the mobility must be well above that. For a mass of $0.5\,m_e$ the mean free path is about 50 nm at that mobility. It exceeds $1/q=100$ nm above about $14000\ \mathrm{cm^2/(V\,s)}$, where the motion is no longer diffusive. The condition becomes a thermal speed well above $c$. For a mass of $0.5\,m_e$ at 10 K it is only about four times the LA speed, so the quasi-static formula is approximate even for very mobile carriers. At small enough $q$ diffusive carriers always lag behind the wave, and the exponent returns to $1/2$ with a reduced vertex.

In this mean-field formula the vertex is halved when $q_s=q(\kappa+r_0q)$. For the suspended sheet at $q=0.01\ \mathrm{nm^{-1}}$ and 10 K, that gives $n=9.9\times10^7\ \mathrm{cm^{-2}}$. This is only about 0.4 carriers per square wavelength, too few to form a smooth screening charge, and their mutual repulsion is not small compared with $k_BT$. The number therefore marks the scale of density at which carriers able to follow the wave begin to matter, not a precise threshold. Less mobile carriers have a weaker effect at the same density. "Without free carriers" is thus a demanding condition at long wavelengths. Carriers trapped at defects do not obey this screening formula.

## Variation 2: adding the deformation potential

*Can the power of $q$ distinguish piezoelectric coupling from a short-range deformation potential?*

At the band edge in the K valley, threefold symmetry allows a nondegenerate level to shift linearly with $t$, but not with $s_\pm$. The energy shift is $\Xi\nabla\cdot\mathbf u$, with $\Xi$ real. For LA this gives $g_{def}=iq\Xi u_0$, and for TA it gives zero. That zero holds at the band edge only. For an electron at wavevector $\mathbf k$ from K, symmetry also allows a shift linear in both $\mathbf k$ and $s_\pm$, so thermal electrons have a short-range TA coupling proportional to $k$, which is omitted here. Since $u_0\propto q^{-1/2}$, the LA term also grows as $\sqrt q$. The power of $q$ does not distinguish the mechanisms in the long-wave limit.

The angle does. The deformation term is isotropic, while the piezoelectric term vanishes for LA at $\theta=30^\circ$. The first is imaginary and the second real, so their squares add:

$$|g_{LA}|^2=|g_{piezo}|^2+|g_{def}|^2.$$

For a rough $\Xi=3$ eV, taken as unscreened, $|g_{def}|=1.7$ meV at $q=0.01\ \mathrm{nm^{-1}}$. At $\theta=0$ the total LA vertex rises from 9.0 to 9.1 meV. At $\theta=30^\circ$ the deformation term is all that remains in this model. The values used here are collected in the numerical output.

## Numbers as computed

```
Lattice test, worst error / peak vertex: 0.00189
Lattice test, exponents TA, LA: 0.4974 0.4977
Input e11: 300 pC/m
Input areal mass: 3.0 mg/m^2
Input lattice constant: 0.32 nm
Input r0: 4.0 nm; kappa: 1 (suspended)
Input thickness: 0.6 nm; eps_perp: 6
Input deformation potential: 3.0 eV
Input electron mass: 0.5 m_e
Input temperature: 10 K; q: 0.01 1/nm
Cell area: 0.08868 nm^2; cell mass: 2.6604e-25 kg
Coupling strength e*e11/(2 eps0): 16.941 eV
Wavelength at q: 628.3 nm; r0*q: 0.040
LA speed: 6.5 km/s; phonon energy: 0.04278 meV
LA zero-point amplitude per cell: 0.05522 nm
LA peak |g|: sqrt law 9.355 meV, with r0 8.995 meV
TA speed: 4.0 km/s; phonon energy: 0.02633 meV
TA zero-point amplitude per cell: 0.07039 nm
TA peak |g|: sqrt law 11.925 meV, with r0 11.466 meV
theta 0 deg, with r0: |g_LA| 8.995 meV, |g_TA| 0.000 meV
theta 10 deg, with r0: |g_LA| 7.790 meV, |g_TA| 5.733 meV
theta 20 deg, with r0: |g_LA| 4.497 meV, |g_TA| 9.930 meV
theta 30 deg, with r0: |g_LA| 0.000 meV, |g_TA| 11.466 meV
q 0.0025 1/nm, LA peak: sqrt law 4.677 meV, with r0 4.631 meV, exponent 0.490
q 0.0100 1/nm, LA peak: sqrt law 9.355 meV, with r0 8.995 meV, exponent 0.462
q 0.0400 1/nm, LA peak: sqrt law 18.710 meV, with r0 16.129 meV, exponent 0.362
q 0.2500 1/nm, LA peak: sqrt law 46.774 meV, with r0 23.387 meV, exponent 0.000
q 1.0000 1/nm, LA peak: sqrt law 93.548 meV, with r0 18.710 meV, exponent -0.300
Layer screening lowers |g| at q=0.01 by: 3.85 %
Finite thickness changes |g| by: 0.0160 %
LA peak piezoelectric speed increase: 0.0193 %
TA peak piezoelectric speed increase: 0.0509 %
LA deformation vertex: 1.657 meV; ratio to piezo peak: 0.1842
LA total |g| at theta=0: 9.146 meV
Carrier density halving |g| at 10 K: 9.905e+07 cm^-2
Thermal electron at 10 K: k = 0.1063 1/nm, backscattering r0*2k = 0.851
Thermal electron at 300 K: k = 0.5825 1/nm, backscattering r0*2k = 4.660
```
